# Empty bands needed for a smeared free-electron metal: a program that tests the result

```python
"""
Result under test: for free electrons with Fermi-Dirac smearing kT, dropping all
states above Ec = mu + x*kT loses about g(Ec)*kT*exp(-x) electrons at fixed mu
and raises the free energy at fixed electron number by about kT times that loss.
This fixes the number of empty bands needed for given tolerances.
Symbols: g = spin-summed density of states per cell, mu = chemical potential,
EF = Fermi energy at zero temperature, x = cut height above mu in units of kT.
Energies are in eV, lengths in angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit, xlogy

HB2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # eV angstrom^2
HARTREE = const.physical_constants["Hartree energy in eV"][0]

n_el = 100
edge = 8.0
kT0 = 0.2
tol_count = 1e-4
tol_free = 1e-5
EF = HB2M * (3 * np.pi**2 * n_el / edge**3) ** (2 / 3)


def dos(energy):
    return 1.5 * n_el / EF * np.sqrt(energy / EF)


GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(20)


def energy_grid(low, high, panels=60):
    """Energies and state weights g(E)dE; the variable sqrt(E) is smooth at 0."""
    ends = np.linspace(np.sqrt(low), np.sqrt(high), panels + 1)
    half = np.diff(ends)[:, None] / 2
    root = (ends[:-1, None] + half + half * GAUSS_X).ravel()
    weight = (half * GAUSS_W).ravel() * 2 * root
    energy = root**2
    return energy, weight * dos(energy)


def count(mu, kT, energy, weight):
    return np.sum(weight * expit((mu - energy) / kT))


def grand(mu, kT, energy, weight):
    return -kT * np.sum(weight * np.logaddexp(0, (mu - energy) / kT))


def solve_mu(kT, energy, weight):
    return brentq(lambda m: count(m, kT, energy, weight) - n_el,
                  0.5 * EF, 1.5 * EF, xtol=1e-13, rtol=1e-14)


def energy_and_free(mu, kT, energy, weight):
    """Total energy and E - TS, the entropy taken from its definition."""
    occ = expit((mu - energy) / kT)
    hole = expit((energy - mu) / kT)
    total = np.sum(weight * occ * energy)
    entropy = -np.sum(weight * (xlogy(occ, occ) + xlogy(hole, hole)))
    return total, total - kT * entropy


def mu_sommerfeld(kT):
    return EF * (1 - np.pi**2 / 12 * (kT / EF) ** 2)


def estimate(kT, allowed):
    """First guess of x, converged x, cut energy, mean number of bands."""
    mu = mu_sommerfeld(kT)
    first = np.log(dos(EF) * kT / allowed)
    x = first
    for _ in range(60):
        cut = mu + x * kT
        x = np.log(dos(cut) * kT * (1 + kT / (2 * cut)) / allowed)
    cut = mu + x * kT
    return first, x, cut, n_el / 2 * (cut / EF) ** 1.5


def full_grid(cut, kT):
    low = energy_grid(0.0, cut)
    tail = energy_grid(cut, cut + 45 * kT)
    both = tuple(np.concatenate(pair) for pair in zip(low, tail))
    return low, tail, both


# Bounds on the tails and on the free-energy error, including coarse cuts
for kT in (0.1, 0.2, 0.4):
    for x in (2.0, 4.0, 6.0):
        mu_s = mu_sommerfeld(kT)
        low, tail, both = full_grid(mu_s + x * kT, kT)
        mu = solve_mu(kT, *both)
        assert abs(mu - mu_s) < 1e-3 * kT
        cut = mu_s + x * kT
        height = (cut - mu) / kT
        simple = dos(cut) * kT * np.exp(-height)
        lower = simple * (1 - np.exp(-height) / 2)
        upper = simple * (1 + kT / (2 * cut))
        lost = count(mu, kT, *tail)
        d_grand = -grand(mu, kT, *tail)
        assert lower <= lost <= upper
        assert lower <= d_grand / kT <= upper
        mu_c = solve_mu(kT, *low)
        rise = (energy_and_free(mu_c, kT, *low)[1]
                - energy_and_free(mu, kT, *both)[1])
        # 1e-8 eV covers rounding in differences of totals of several 100 eV
        assert d_grand - 1e-8 <= rise <= -grand(mu_c, kT, *tail) + 1e-8

# Worked example in the continuum
allowed = min(tol_count, tol_free / kT0)
x_first, x_cut, e_cut, bands_mean = estimate(kT0, allowed)
low, tail, both = full_grid(e_cut, kT0)
mu = solve_mu(kT0, *both)
mu_c = solve_mu(kT0, *low)
lost = count(mu, kT0, *tail)
e_full, f_full = energy_and_free(mu, kT0, *both)
e_trunc, f_trunc = energy_and_free(mu_c, kT0, *low)
d_energy, d_free = e_trunc - e_full, f_trunc - f_full
d_average = (d_energy + d_free) / 2
d_entropy_term = d_free - d_energy
unit = kT0 * lost
assert lost <= tol_count
assert 0.99 * allowed < lost < 1.001 * allowed
assert 0.99 * tol_free < d_free < 1.001 * tol_free
assert abs((mu_c - mu) / (lost / dos(EF)) - 1) < 0.02
assert abs(d_energy / (-(x_cut + 1) * unit) - 1) < 0.02
assert abs(d_entropy_term / ((x_cut + 2) * unit) - 1) < 0.02
assert abs(d_average / (-x_cut / 2 * unit) - 1) < 0.03

empty_mean = bands_mean - n_el / 2
empty_linear = 0.75 * n_el * x_cut * kT0 / EF
assert abs(empty_linear / empty_mean - 1) < 0.1
decade = estimate(kT0, allowed / 10)[3] - bands_mean
decade_rule = np.log(10) * kT0 * dos(e_cut) / 2
assert abs(decade / decade_rule - 1) < 0.05

# Empty lattice: explicit plane-wave levels on a k mesh
mesh = 8
k_line = (np.arange(mesh) + 0.5) / mesh - 0.5
g_line = np.arange(-5, 6)
k_pts = np.array(np.meshgrid(k_line, k_line, k_line)).reshape(3, -1).T
g_pts = np.array(np.meshgrid(g_line, g_line, g_line)).reshape(3, -1).T
square = ((k_pts[:, None, :] + g_pts[None, :, :]) ** 2).sum(axis=2)
levels = np.sort(HB2M * (2 * np.pi / edge) ** 2 * square, axis=1)[:, :200]
n_k = len(k_pts)
spin_weight = 2 / n_k
below = (levels < e_cut).sum(axis=1)
assert abs(below.mean() / bands_mean - 1) < 0.005
mu_mesh = solve_mu(kT0, levels, spin_weight)
f_mesh = energy_and_free(mu_mesh, kT0, levels, spin_weight)[1]


def uniform_bands(number):
    """Lost electrons at fixed mu and free-energy error at fixed count."""
    kept = levels[:, :number]
    missing = count(mu_mesh, kT0, levels[:, number:], spin_weight)
    mu_new = solve_mu(kT0, kept, spin_weight)
    free = energy_and_free(mu_new, kT0, kept, spin_weight)[1]
    return missing, free - f_mesh


m_average = int(np.ceil(bands_mean))
m_safe = int(below.max())
lost_average, free_average = uniform_bands(m_average)
lost_safe, free_safe = uniform_bands(m_safe)
ordered = np.sort(levels.ravel())
lost_sharp = count(mu_mesh, kT0, ordered[m_average * n_k:], spin_weight)
assert lost_average > 1.5 * lost_sharp
assert lost_safe <= tol_count and free_safe <= tol_free
m_least = n_el // 2 + 1
while True:
    lost_least, free_least = uniform_bands(m_least)
    if lost_least <= tol_count and free_least <= tol_free:
        break
    m_least += 1
assert m_least <= m_safe

print(f"electrons per cell: {n_el}")
print(f"cell edge: {edge:.1f} angstrom")
print(f"smearing kT: {kT0:.2f} eV")
print(f"count tolerance eta: {tol_count:.1e} electrons per cell")
print(f"free-energy tolerance eps: {tol_free:.1e} eV per cell")
print(f"hbar^2/(2m): {HB2M:.5f} eV angstrom^2")
print(f"Fermi energy EF: {EF:.4f} eV")
print(f"g(EF): {dos(EF):.4f} states/eV per cell")
print(f"mu from quadrature: {mu:.5f} eV")
print(f"mu from Sommerfeld formula: {mu_sommerfeld(kT0):.5f} eV")
print(f"eps/kT: {tol_free / kT0:.2e} electrons")
print(f"allowed tail a: {allowed:.2e} electrons")
print(f"first guess of x: {x_first:.4f}")
print(f"converged x: {x_cut:.4f}")
print(f"cut energy Ec: {e_cut:.4f} eV = {e_cut / HARTREE:.5f} hartree")
print(f"g(Ec): {dos(e_cut):.4f} states/eV per cell")
print(f"mean bands below Ec: {bands_mean:.3f}")
print(f"mean empty bands: {empty_mean:.3f}")
print(f"empty bands, linear formula: {empty_linear:.3f}")
print(f"extra bands per tenfold tolerance: {decade:.3f}")
print(f"same from ln(10) kT g(Ec)/2: {decade_rule:.3f}")
print(f"lost electrons by quadrature: {lost:.4e}")
print(f"shift of mu at fixed N: {mu_c - mu:.3e} eV")
print(f"error of F: {d_free:.4e} eV = {d_free / HARTREE:.3e} hartree")
print(f"error of E: {d_energy:.4e} eV")
print(f"error of -TS: {d_entropy_term:.4e} eV")
print(f"error of (E+F)/2: {d_average:.4e} eV")
for kT in (0.1, 0.2, 0.4):
    limit = min(tol_count, tol_free / kT)
    _, x_k, cut_k, bands_k = estimate(kT, limit)
    print(f"kT {kT:.1f} eV: x {x_k:.3f}, Ec {cut_k:.3f} eV, "
          f"mean empty bands {bands_k - n_el / 2:.2f}")
print(f"k points in mesh: {n_k}")
print(f"mu on mesh: {mu_mesh:.4f} eV")
print(f"levels below Ec per k: min {below.min()}, "
      f"mean {below.mean():.3f}, max {below.max()}")
print(f"sharp cut, same number of states as {m_average} bands: "
      f"lost {lost_sharp:.3e} electrons")
for name, number, miss, free in (
        ("rounded average", m_average, lost_average, free_average),
        ("least sufficient", m_least, lost_least, free_least),
        ("safe count", m_safe, lost_safe, free_safe)):
    print(f"{name}: {number} bands, {number - n_el // 2} empty")
    print(f"  lost {miss:.3e} electrons, F error {free:.3e} eV")
print("success")
```

Output:

```
electrons per cell: 100
cell edge: 8.0 angstrom
smearing kT: 0.20 eV
count tolerance eta: 1.0e-04 electrons per cell
free-energy tolerance eps: 1.0e-05 eV per cell
hbar^2/(2m): 3.80998 eV angstrom^2
Fermi energy EF: 12.2751 eV
g(EF): 12.2199 states/eV per cell
mu from quadrature: 12.27238 eV
mu from Sommerfeld formula: 12.27238 eV
eps/kT: 5.00e-05 electrons
allowed tail a: 5.00e-05 electrons
first guess of x: 10.7971
converged x: 10.8856
cut energy Ec: 14.4495 eV = 0.53101 hartree
g(Ec): 13.2581 states/eV per cell
mean bands below Ec: 63.858
mean empty bands: 13.858
empty bands, linear formula: 13.302
extra bands per tenfold tolerance: 3.098
same from ln(10) kT g(Ec)/2: 3.053
lost electrons by quadrature: 4.9997e-05
shift of mu at fixed N: 4.092e-06 eV
error of F: 9.9995e-06 eV = 3.675e-07 hartree
error of E: -1.1865e-04 eV
error of -TS: 1.2865e-04 eV
error of (E+F)/2: -5.4325e-05 eV
kT 0.1 eV: x 9.452, Ec 13.220 eV, mean empty bands 5.88
kT 0.2 eV: x 10.886, Ec 14.449 eV, mean empty bands 13.86
kT 0.4 eV: x 12.364, Ec 17.210 eV, mean empty bands 33.00
k points in mesh: 512
mu on mesh: 12.2741 eV
levels below Ec per k: min 56, mean 63.969, max 72
sharp cut, same number of states as 64 bands: lost 4.589e-05 electrons
rounded average: 64 bands, 14 empty
  lost 5.007e-04 electrons, F error 1.002e-04 eV
least sufficient: 68 bands, 18 empty
  lost 3.741e-05 electrons, F error 7.483e-06 eV
safe count: 72 bands, 22 empty
  lost 1.751e-06 electrons, F error 3.501e-07 eV
success
```
